# Ladder vertices and spin Hall response of a cubic Rashba hole gas: a numerical check

```python
"""Spin Hall response of a 2D hole gas with cubic Rashba coupling.

Result under test: for H = c k^2 + a k^N n.sigma, n = (sin N theta, -cos N theta, 0),
with delta-correlated scalar disorder, the ladder correction to the charge
vertex vanishes for N = 3 (but not for N = 1), and the remaining bubble is
  sigma_sH = (9 e / 8 pi) * lam^2 / (lam^2 + gam^2)   (weak splitting).
Symbols: c = hbar^2/2m, a = Rashba coefficient, lam = a kF^3 (half splitting),
gam = hbar/(2 tau), mu = Fermi energy, s = 3 hbar/2 = spin per unit sigma_z.
Internal spin Hall values are in units q s / hbar; times 3/2 gives units of e.
Velocities are stored as dH/dk, that is, multiplied by hbar.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, ive

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SZ = PAULI[2]


def hamiltonian(kx, ky, N, c, a):
    kp = (kx + 1j * ky) ** N
    H = np.zeros(np.shape(kx) + (2, 2), complex)
    H[..., 0, 0] = H[..., 1, 1] = c * (kx**2 + ky**2)
    H[..., 0, 1] = 1j * a * np.conj(kp)
    H[..., 1, 0] = -1j * a * kp
    return H


def velocity_y(kx, ky, N, c, a, h=0.01):
    """Five-point derivative dH/dky, exact for polynomials up to degree four."""
    f = lambda d: hamiltonian(kx, ky + d, N, c, a)
    return (8 * (f(h) - f(-h)) - (f(2 * h) - f(-2 * h))) / (12 * h)


def polar_mesh(kmax, nk, nt=24):
    k = (np.arange(nk) + 0.5) * kmax / nk
    th = 2 * np.pi * (np.arange(nt) + 0.5) / nt
    K, T = np.meshgrid(k, th, indexing="ij")
    area = K * (kmax / nk) * (2 * np.pi / nt) / (4 * np.pi**2)
    return K * np.cos(T), K * np.sin(T), area


def rung(model, mu, gam, mesh, vertex, weight=1.0):
    """One ladder rung; disorder strength is fixed by the Born broadening."""
    kx, ky, area = mesh
    G = np.linalg.inv((mu + 1j * gam) * np.eye(2) - hamiltonian(kx, ky, *model))
    GA = np.conj(np.swapaxes(G, -1, -2))
    w = area * weight
    local = np.einsum("ij,ijab->ab", w, G)
    strength = gam / (-np.trace(local).imag / 2)
    return strength * np.einsum("ij,ijab->ab", w, G @ vertex @ GA), local, G, GA


def band_elements(k, model, nt=8):
    """Energies, angular means of A_nm V_mn and of |V_nm|^2 in the band basis."""
    th = 2 * np.pi * (np.arange(nt) + 0.5) / nt
    kx, ky = np.outer(k, np.cos(th)), np.outer(k, np.sin(th))
    e, U = np.linalg.eigh(hamiltonian(kx, ky, *model))
    Ud = np.conj(np.swapaxes(U, -1, -2))
    A = Ud @ (2 * model[1] * kx[..., None, None] * SZ) @ U
    V = Ud @ velocity_y(kx, ky, *model) @ U
    P = np.einsum("ijnm,ijmn->inm", A, V) / nt
    return e[:, 0, :], P, np.mean(np.abs(V) ** 2, axis=1)


def bastin_bubble(model, mu, gam, kmax, nk, emin):
    """Kubo-Bastin bubble with constant scalar broadening, integrated over E and k."""
    dk = kmax / nk
    k = (np.arange(nk) + 0.5) * dk
    e, P, _ = band_elements(k, model)
    ne = int(np.ceil((mu - emin) / (gam / 4))) + 1
    E = np.linspace(emin, mu, ne)
    wE = np.full(ne, E[1] - E[0])
    wE[0] *= 0.5
    wE[-1] *= 0.5
    G = [1 / (E[:, None] - e[None, :, n] + 1j * gam) for n in range(2)]
    dG = [-g**2 for g in G]
    spec = [-g.imag / np.pi for g in G]
    total = 0
    for n in range(2):
        for m in range(2):
            f = wE @ (dG[m] * spec[n] - spec[m] * np.conj(dG[n]))
            total += np.sum(k * dk / (2 * np.pi) * P[:, n, m] * f)
    return (1j * total).real


# ---- control: linear Rashba coupling, where the ladder must not vanish ----
lin, mu1, g1 = (1, 1.0, 0.1), 1.0, 0.01
mesh1 = polar_mesh(6.0, 3000, 8)
v1 = velocity_y(mesh1[0], mesh1[1], *lin)
first, loc1, G1, GA1 = rung(lin, mu1, g1, mesh1, v1)
source = np.array([np.trace(p @ first) / 2 for p in PAULI])
kernel = np.array([[np.trace(p @ rung(lin, mu1, g1, mesh1, q)[0]) / 2
                    for q in PAULI] for p in PAULI])
dv = np.linalg.solve(np.eye(3) - kernel, source)
lin_ratio = dv[0].real / lin[2]
assert abs(lin_ratio + 1) < 0.03 and np.max(np.abs(dv[1:])) < 0.03 * lin[2]
lin_bubble = bastin_bubble(lin, mu1, g1, 3.0, 1500, -1.0)
spin_current = 2 * lin[1] * mesh1[0][..., None, None] * SZ
dressing = np.einsum("a,aij->ij", dv, PAULI)
trace = np.einsum("ijab,ijba->ij", spin_current @ G1 @ dressing, GA1)
lin_ladder = (np.sum(mesh1[2] * trace) / (2 * np.pi)).real
assert abs(lin_bubble + lin_ladder) < 0.03 * lin_bubble

# ---- broadening factor of the cubic bubble, where it differs from one ----
cub = (3, 1.0, 0.02)
factor_rows = []
for g in (0.04, 0.02, 0.01):
    numeric = bastin_bubble(cub, 1.0, g, 3.0, 1800, -1.0) / (3 / (4 * np.pi))
    formula = cub[2]**2 / (cub[2]**2 + g**2)
    assert abs(numeric / formula - 1) < 0.01
    factor_rows.append((cub[2] / g, numeric, formula))

# ---- real-time tilt of the pseudospin in a slowly applied field (hbar = 1) ----
F0, ramp, kx0, ky0 = 1e-4, 100.0, np.cos(0.4), np.sin(0.4)


def ky_at(t):
    return ky0 + F0 * (t / 2 - ramp / (2 * np.pi) * np.sin(np.pi * t / ramp))


def schroedinger(t, psi):
    return -1j * hamiltonian(kx0, ky_at(t), 3, 0.0, 1.0) @ psi


psi0 = np.linalg.eigh(hamiltonian(kx0, ky0, 3, 0.0, 1.0))[1][:, 0].astype(complex)
psi = solve_ivp(schroedinger, (0, ramp), psi0, method="DOP853",
                rtol=1e-10, atol=1e-12).y[:, -1]
tilt = (np.conj(psi) @ SZ @ psi).real / np.vdot(psi, psi).real
kend = np.hypot(kx0, ky_at(ramp))
tilt_formula = 3 * F0 * (kx0 / kend) / (2 * kend**3 * kend)
assert abs(tilt / tilt_formula - 1) < 3e-3

# ---- worked example: energies in meV, lengths in nm ----
p_cm, mass, a_eV, mob_cm, temp = 5e11, 0.4, 0.1, 2e4, 1.0
width, xi = 10.0, 2.0
gamma2, gamma_bar, gamma1 = 2.0, 2.5, 7.0
p = p_cm * 1e-14
c0 = C.hbar**2 / (2 * C.m_e) / C.e * 1e21
c, a = c0 / mass, a_eV * 1e3
model = (3, c, a)
kF = np.sqrt(2 * np.pi * p)
k_other = lambda q: np.sqrt(4 * np.pi * p - q * q)
kp = brentq(lambda q: c*q**2 + a*q**3 - c*k_other(q)**2 + a*k_other(q)**3, 1e-4, kF)
km = k_other(kp)
mu = c * kp**2 + a * kp**3
k_turn = 2 * c / (3 * a)
assert km < k_turn
lam = a * kF**3

# lifetime from mobility, using the actual branch velocities
sxx_unit = p_cm * 1e4 * mob_cm * 1e-4 * C.hbar / C.e
kv = kp * (2*c*kp + 3*a*kp**2) + km * (2*c*km - 3*a*km**2)
tau_over_hbar = 4 * np.pi * sxx_unit / kv
gam = 1 / (2 * tau_over_hbar)
tau_ps = tau_over_hbar * C.hbar / (1e-3 * C.e) * 1e12
nk = 1800
kg = (np.arange(nk) + 0.5) * k_turn / nk
e, P, V2 = band_elements(kg, model)
spec = gam / np.pi / ((mu - e)**2 + gam**2)
sxx_num = np.pi * np.sum(kg * k_turn / nk / (2*np.pi)
                         * np.einsum("in,inm,im->i", spec, V2, spec))
assert abs(sxx_num / sxx_unit - 1) < 0.02

# vanishing of both ladder vertices, and scalar self-energy
mesh = polar_mesh(k_turn, nk)
vy = velocity_y(mesh[0], mesh[1], *model)
cubic_rung, local, _, _ = rung(model, mu, gam, mesh, vy)
spin_rung = rung(model, mu, gam, mesh, 2*c*mesh[0][..., None, None]*SZ)[0]
vF = 2 * c * kF
vertex_size = np.linalg.norm(cubic_rung, 2) / vF
spin_vertex_size = np.linalg.norm(spin_rung, 2) / vF
assert vertex_size < 1e-9 and spin_vertex_size < 1e-9
assert np.max(np.abs(local - np.trace(local)/2*np.eye(2))) < 1e-9*np.abs(local[0, 0])

# clean response: perturbation sum over the singly occupied ring
x, w = np.polynomial.legendre.leggauss(20)
kq = 0.5 * (km + kp) + 0.5 * (km - kp) * x
eq, Pq, _ = band_elements(kq, model)
clean_num = np.sum(0.5 * (km - kp) * w * kq / (2 * np.pi)
                   * 2 * Pq[:, 0, 1].imag / (eq[:, 1] - eq[:, 0])**2)
clean = 3 / (4 * np.pi) * ((kp**2 + km**2) / (kp * km) - 1)
assert abs(clean_num / clean - 1) < 1e-6
broad = bastin_bubble(model, mu, gam, k_turn, nk, -3.0)
factor = lam**2 / (lam**2 + gam**2)
assert abs(broad / (clean * factor) - 1) < 0.03
to_uS = 2 * C.e**2 / C.hbar * 1e6
sigma_e = 1.5 * broad
sxx_uS = sxx_unit * C.e**2 / C.hbar * 1e6


# thermal change of the clean response at fixed density
def thermal_response(T):
    kT = C.k * T / C.e * 1e3
    n = 12000
    dk = k_turn / n
    k = (np.arange(n) + 0.5) * dk
    occ = lambda m, sign: expit((m - c*k**2 - sign*a*k**3) / kT)
    dens = lambda m: np.sum(k * (occ(m, 1) + occ(m, -1))) * dk / (2*np.pi) - p
    m = brentq(dens, 0.5 * mu, 1.5 * mu)
    return 3 * 2*c / (8*np.pi*a) * np.sum((occ(m, -1) - occ(m, 1)) / k**2) * dk


assert abs(thermal_response(0.2) / clean - 1) < 2e-3
thermal_change = thermal_response(temp) / clean - 1

# finite disorder range: correlator exp(-q^2 xi^2 / 2), external k along y
weight = np.exp(-xi**2 * (mesh[0]**2 + (mesh[1] - kF)**2) / 2)
range_rung = np.linalg.norm(rung(model, mu, gam, mesh, vy, weight)[0], 2) / vF
harmonic = ive(1, (kF*xi)**2) / ive(0, (kF*xi)**2)
assert abs(range_rung / harmonic - 1) < 0.3

# light-hole admixture in an infinite well (order-of-magnitude estimate)
well = c0 * (np.pi / width)**2
gap1 = 4 * gamma2 * well
gap2 = (4 * (gamma1 + 2*gamma2) - (gamma1 - 2*gamma2)) * well
mix1 = (np.sqrt(3) * gamma_bar * c0 * kF**2 / gap1)**2
mix2 = (2*np.sqrt(3) * gamma_bar * c0 * kF * 8/(3*width) / gap2)**2
barrier = c * k_turn**2 - a * k_turn**3 - mu

print(f"Linear Rashba: ladder / anomalous velocity = {lin_ratio:.4f}")
print(f"Linear Rashba: bubble = {lin_bubble:.5f} q s/hbar")
print(f"Linear Rashba: ladder part = {lin_ladder:.5f} q s/hbar")
for r, num, form in factor_rows:
    print(f"Cubic, lam/gam = {r:.1f}: bubble/clean {num:.4f}, formula {form:.4f}")
print(f"Pseudospin tilt, time evolution = {tilt:.5e}")
print(f"Pseudospin tilt, formula = {tilt_formula:.5e}")
print(f"Input hole density = {p_cm:.1e} cm^-2")
print(f"Input mass = {mass:.2f} m0")
print(f"Input cubic coefficient = {a_eV:.2f} eV nm^3")
print(f"Input mobility = {mob_cm:.1e} cm^2/Vs")
print(f"Input temperature = {temp:.1f} K")
print(f"Input well width = {width:.1f} nm")
print(f"Input disorder range for estimate = {xi:.1f} nm")
print(f"Input Luttinger gamma1, gamma2, mean = {gamma1}, {gamma2}, {gamma_bar}")
print(f"hbar^2/2m = {c:.3f} meV nm^2")
print(f"Mean Fermi wavevector kF = {kF:.5f} nm^-1")
print(f"Upper-branch wavevector k+ = {kp:.5f} nm^-1")
print(f"Lower-branch wavevector k- = {km:.5f} nm^-1")
print(f"Fermi energy = {mu:.4f} meV")
print(f"Splitting Delta at kF = {2*lam:.4f} meV")
print(f"Lifetime tau = {tau_ps:.3f} ps")
print(f"Broadening hbar/2tau = {gam:.5f} meV")
print(f"Delta tau/hbar = {2*lam*tau_over_hbar:.3f}")
print(f"Broadening factor = {factor:.5f}")
print(f"Charge-vertex rung / Fermi velocity = {vertex_size:.1e}")
print(f"Spin-vertex rung / Fermi velocity = {spin_vertex_size:.1e}")
print(f"Weak-splitting clean limit 9/8pi = {9/(8*np.pi):.5f} e")
print(f"Clean spin Hall conductivity = {1.5*clean:.5f} e")
print(f"Clean value times factor = {1.5*clean*factor:.5f} e")
print(f"Broadened bubble, numerical = {sigma_e:.5f} e")
print(f"Same, charge-equivalent (2e/hbar) = {sigma_e*to_uS:.2f} uS")
print(f"Longitudinal conductivity p e mobility = {sxx_uS:.1f} uS")
print(f"Longitudinal bubble / that value = {sxx_num/sxx_unit:.4f}")
print(f"Spin Hall ratio = {sigma_e*to_uS/sxx_uS:.4f}")
print(f"Thermal energy = {C.k*temp/C.e*1e3:.4f} meV")
print(f"Thermal change of clean response = {100*thermal_change:.3f} %")
print(f"First rung, finite range / Fermi velocity = {range_rung:.4f}")
print(f"Disorder harmonic ratio w1/w0 = {harmonic:.4f}")
print(f"HH1-LH1 gap = {gap1:.2f} meV")
print(f"LH1 admixture estimate = {100*mix1:.2f} %")
print(f"HH1-LH2 gap = {gap2:.2f} meV")
print(f"LH2 admixture estimate = {100*mix2:.2f} %")
print(f"kF times mean free path = {2*c*kF**2*tau_over_hbar:.1f}")
print(f"Turning-point wavevector = {k_turn:.4f} nm^-1")
print(f"Turning point above Fermi energy = {barrier:.3f} meV")
print("OK")
```

Printed output:

```
Linear Rashba: ladder / anomalous velocity = -0.9998
Linear Rashba: bubble = 0.07879 q s/hbar
Linear Rashba: ladder part = -0.07877 q s/hbar
Cubic, lam/gam = 0.5: bubble/clean 0.2004, formula 0.2000
Cubic, lam/gam = 1.0: bubble/clean 0.5004, formula 0.5000
Cubic, lam/gam = 2.0: bubble/clean 0.8004, formula 0.8000
Pseudospin tilt, time evolution = 1.36844e-04
Pseudospin tilt, formula = 1.36815e-04
Input hole density = 5.0e+11 cm^-2
Input mass = 0.40 m0
Input cubic coefficient = 0.10 eV nm^3
Input mobility = 2.0e+04 cm^2/Vs
Input temperature = 1.0 K
Input well width = 10.0 nm
Input disorder range for estimate = 2.0 nm
Input Luttinger gamma1, gamma2, mean = 7.0, 2.0, 2.5
hbar^2/2m = 95.250 meV nm^2
Mean Fermi wavevector kF = 0.17725 nm^-1
Upper-branch wavevector k+ = 0.15966 nm^-1
Lower-branch wavevector k- = 0.19324 nm^-1
Fermi energy = 2.8351 meV
Splitting Delta at kF = 1.1137 meV
Lifetime tau = 4.938 ps
Broadening hbar/2tau = 0.06665 meV
Delta tau/hbar = 8.355
Broadening factor = 0.98588
Charge-vertex rung / Fermi velocity = 9.3e-17
Spin-vertex rung / Fermi velocity = 1.5e-17
Weak-splitting clean limit 9/8pi = 0.35810 e
Clean spin Hall conductivity = 0.37118 e
Clean value times factor = 0.36594 e
Broadened bubble, numerical = 0.36525 e
Same, charge-equivalent (2e/hbar) = 177.81 uS
Longitudinal conductivity p e mobility = 1602.2 uS
Longitudinal bubble / that value = 1.0013
Spin Hall ratio = 0.1110
Thermal energy = 0.0862 meV
Thermal change of clean response = 0.001 %
First rung, finite range / Fermi velocity = 0.0569
Disorder harmonic ratio w1/w0 = 0.0627
HH1-LH1 gap = 30.08 meV
LH1 admixture estimate = 2.97 %
HH1-LH2 gap = 154.17 meV
LH2 admixture estimate = 1.02 %
kF times mean free path = 44.9
Turning-point wavevector = 0.6350 nm^-1
Turning point above Fermi energy = 9.967 meV
OK
```
